# Fastest wave number in Asaro–Tiller–Grinfeld roughening by surface diffusion

A crystal held under lateral stress, such as a layer grown on a substrate with a different lattice spacing, stores elastic energy right up to its free surface. If the surface is flat, the material cannot relax sideways. If it is rippled, the crests can expand or contract towards their unstressed spacing, and elastic energy is released. The ripple also has a larger area than the flat surface and so costs surface energy. When the surface is rough on the atomic scale and hot enough for atoms to diffuse along it, long ripples therefore grow and short ones decay. The wavelength that first becomes visible is set by the competition between the energy gained and the distance over which atoms must be carried.

Let an isotropic, linearly elastic solid fill the half-space $z<h(x,t)$, with Young's modulus $E$ and Poisson's ratio $\nu$. Far from any ripple it carries the same stress $s$ along $x$ and $y$, and none along $z$; $s$ may be tensile (positive) or compressive. The surface is free of traction, and the mean lateral strain is held fixed. Mechanical equilibrium is taken as instantaneous, because sound crosses a ripple much faster than diffusion changes it. The surface energy per area, $\gamma$, is constant. Matter moves by surface diffusion alone, without deposition, evaporation or plastic flow. The question is how fast the ripple

$$h(x,t)=a(t)\cos kx,\qquad k>0,\quad ak\ll1,$$

grows or decays.

The driving force is the chemical potential of a surface atom. Per unit length along $y$, the free energy is

$$F[h]=\min_{\mathbf u}\int dx\int_{-\infty}^{h}w\,dz+\gamma\int\sqrt{1+h_x^2}\,dx ,$$

where $\mathbf u$ is the displacement, $w$ the elastic energy density and $h_x=\partial h/\partial x$. Change the profile by $\delta h(x)$. The displacement field readjusts, but this readjustment does no first-order work: the elastic energy was already at its minimum with respect to $\mathbf u$. What remains is the energy in the added volume, $\int W\,\delta h\,dx$, where $W$ is the value of $w$ at the surface. The area term changes by

$$\gamma\int\frac{h_x\,\delta h_x}{\sqrt{1+h_x^2}}\,dx=\int\gamma K\,\delta h\,dx,\qquad K=-\frac{h_{xx}}{(1+h_x^2)^{3/2}},$$

after an integration by parts whose end terms cancel for a periodic profile. An atom adds the volume $\Omega$, so, up to a constant,

$$\mu=\Omega\,(W+\gamma K).$$

The curvature $K$ is positive at a crest, so capillarity drives atoms from crests to troughs. To see what the elastic term does, one needs the stress at the rippled surface.

The surface normal is proportional to $(-h_x,1)$ in the $x,z$ plane. Write the total stress as the uniform state plus a perturbation $\sigma_{ij}$ of first order in $a$. Zero traction along $x$ and $z$ means

$$-(s+\sigma_{xx})h_x+\sigma_{xz}=0,\qquad -\sigma_{xz}h_x+\sigma_{zz}=0 .$$

Products of $h_x$ with a perturbation stress are of second order. So is the difference between evaluating the perturbation at $z=h$ and at $z=0$. To first order, therefore,

$$\sigma_{xz}=s\,h_x=-s\,ak\sin kx,\qquad \sigma_{zz}=0\qquad\text{at } z=0 .$$

The tilted surface thus acts on the flat half-space as a distribution of shear forces.

Nothing varies along $y$ and the mean lateral strain is fixed, so the perturbation has $\varepsilon_{yy}=0$: it is a plane-strain problem. Equilibrium is satisfied by deriving the stresses from an Airy function $\varphi$,

$$\sigma_{xx}=\varphi_{zz},\qquad \sigma_{zz}=\varphi_{xx},\qquad \sigma_{xz}=-\varphi_{xz},$$

and compatibility of the strains requires $\nabla^4\varphi=0$. For a dependence $\cos kx$ this is $(\partial_z^2-k^2)^2\varphi=0$, whose solutions decaying into the solid are

$$\varphi=(A+Bz)\,e^{kz}\cos kx .$$

At $z=0$ the normal stress is $\sigma_{zz}=-k^2A\cos kx$, so $A=0$. The shear stress is then

$$\sigma_{xz}=-\varphi_{xz}=kB(1+kz)\,e^{kz}\sin kx .$$

At $z=0$ it must equal $-s\,ak\sin kx$, which gives $B=-sa$. Differentiating $Bz\,e^{kz}$ twice with respect to $z$ yields $B(2k+k^2z)e^{kz}$, and the lateral stress at the surface is

$$\sigma_{xx}\big|_{z=0}=2kB\cos kx=-2s\,k\,h .$$

At a crest, $h>0$, the perturbation opposes $s$: the crest is relaxed. At a trough the magnitude of the stress along $x$ is raised by the fraction $2ak$.

The energy density follows from Hooke's law. Plane strain gives $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$, and $\sigma_{zz}=0$ at the surface, so

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\,\sigma_{xx}.$$

For a quadratic energy density, the first-order change is the initial stress times the change in strain. Both lateral components of the initial stress could contribute, but $\varepsilon_{yy}=0$ removes the one along $y$:

$$\delta W=s\,\varepsilon_{xx}+s\,\varepsilon_{yy}=s\,\varepsilon_{xx}=-\frac{2(1-\nu^2)s^2}{E}\,k\,h .$$

The sign of $s$ has dropped out, so tension and compression destabilize the surface equally at this order. The elastic term lowers the chemical potential at crests and raises it at troughs, against capillarity. It is convenient to define

$$k_c=\frac{2(1-\nu^2)s^2}{E\gamma},\qquad\text{so that}\qquad \delta W=-\gamma k_c\,k\,h .$$

The same quantity marks the balance of energies. Since $\delta W$ is the elastic energy change per added volume, the elastic energy per projected area, $f_{\rm el}$, obeys $df_{\rm el}/da=\langle\delta W\cos kx\rangle=-\gamma k_ck\,a/2$, where the brackets denote an average over $x$. Integration from the flat surface gives $f_{\rm el}=-\gamma k_ck\,a^2/4$. The added area costs $\gamma\langle h_x^2\rangle/2=\gamma k^2a^2/4$. The sum is

$$\Delta f=\frac{\gamma a^2}{4}\,k\,(k-k_c).$$

A ripple with $k<k_c$ lowers the free energy and one with $k>k_c$ raises it. This makes $k_c$ the marginal wave number. The energy alone does not select the fastest wave number, because the rate also depends on how matter is transported.

Let $D$ be the surface diffusivity and $c$ the number of mobile atoms per area, both uniform. With arc length $\ell$ along the profile, the atomic flux is

$$j=-\frac{Dc}{k_BT}\,\frac{\partial\mu}{\partial\ell}.$$

Where the flux converges, atoms accumulate and the surface advances along its normal with velocity $v_n=-\Omega\,\partial j/\partial\ell$. Using $v_n=h_t/\sqrt{1+h_x^2}$ and $\partial_\ell=(1+h_x^2)^{-1/2}\partial_x$, one obtains

$$h_t=M\,\partial_x\!\left[\frac{1}{\sqrt{1+h_x^2}}\,\partial_x(W+\gamma K)\right],\qquad M=\frac{Dc\,\Omega^2}{k_BT}.$$

The uniform part of $W$ has no gradient. To first order the square root is one and $K=-h_{xx}=k^2h$, hence

$$h_t=M\,\partial_x^2\left[-\gamma k_ck\,h+\gamma k^2h\right]=-Mk^2\,\gamma k(k-k_c)\,h .$$

The amplitude therefore changes as $a(t)=a(0)\,e^{Rt}$ with

$$R(k)=M\gamma\,k^3(k_c-k).$$

Growth occurs for $0<k<k_c$. Very long ripples are unstable, but they grow slowly, because their chemical-potential gradients are weak and the atoms have far to go. Near $k_c$ the transport distance is short but the two driving forces nearly cancel. The derivative

$$\frac{dR}{dk}=M\gamma\,k^2(3k_c-4k)$$

is positive below $k=3k_c/4$ and negative above it. The largest growth rate over all wave numbers is thus reached at

$$k_m=\tfrac34k_c,\qquad R_m=M\gamma\left(\tfrac{3}{4}\right)^3\tfrac14\,k_c^4=\tfrac{27}{256}\,M\gamma k_c^4 ,$$

or, in terms of wavelengths, $\lambda_m=\tfrac43\lambda_c$.

For equibiaxial stress on an isotropic surface, the $x$ axis may be turned to any direction in the surface plane. The condition $|\mathbf k|=k_m$ then selects a ring of wave vectors, and linear theory does not decide between stripes and a pattern of mounds.

Nor does it select a single wavelength sharply. The second derivative at the maximum is $M\gamma(6k_mk_c-12k_m^2)=-\tfrac94M\gamma k_c^2$, so nearby

$$\frac{R}{R_m}\simeq1-\frac{32}{3}\left(\frac{k-k_m}{k_c}\right)^2 .$$

Near its peak, the amplification factor $e^{Rt}$ is then approximately a Gaussian in $k$, with standard deviation $(\sqrt3/8)\,k_c/\sqrt{R_mt}$. This peak narrows only as the inverse square root of time.

Round model parameters show the sizes involved. Take $E=100$ GPa, $\nu=0.25$, $s=2$ GPa and $\gamma=1$ J/m². The corresponding lateral strain is $s(1-\nu)/E=0.015$. Since 1 J/m² equals 1 GPa nm,

$$k_c=\frac{2(1-0.25^2)\times2^2}{100\times1}\ \text{nm}^{-1}=0.075\ \text{nm}^{-1},\qquad k_m=0.05625\ \text{nm}^{-1}.$$

The marginal wavelength is $2\pi/k_c=83.8$ nm and the fastest is $2\pi/k_m=111.7$ nm. For the kinetics take $T=900$ K, $D=10^{-12}$ m²/s, $c=10^{19}$ m⁻² and $\Omega=0.02$ nm³. This $c$ is about three quarters of a full atomic layer, estimated as $\Omega^{-2/3}$, so most surface atoms are counted as mobile, and $D$ is an average over them rather than the diffusivity of a lone adatom. These parameters give $M=3.219\times10^{-31}$ m³/(Pa s), and with $k_c=7.5\times10^7$ m⁻¹,

$$R_m=\tfrac{27}{256}\,(3.219\times10^{-31})(1)(7.5\times10^7)^4\ \text{s}^{-1}=1.074\ \text{s}^{-1}.$$

A ripple at the fastest wavelength grows from 0.1 nm to 1 nm in $\ln10/R_m=2.14$ s. The initial amplitude is less than one atomic layer and has meaning only as an average over many atoms. During this tenfold growth $R_mt$ reaches 2.30, and the Gaussian estimate gives a spread around the peak of about $0.14\,k_c$, or 19% of $k_m$. The tail towards long waves is broader than the Gaussian suggests: as $k\to0$ the amplification factor tends to 1, which is still a tenth of its peak value of 10. The early pattern should therefore be irregular, with $\lambda_m$ as its typical spacing if the initial roughness has no strong preference of its own.

The growth curve is not symmetric about its maximum. At $k=0.60\,k_c$ the rate is 0.880 s⁻¹, while at $0.90\,k_c$, equally far from the maximum on the other side, it is 0.743 s⁻¹. At $1.20\,k_c$ it is $-3.52$ s⁻¹, a decay more than three times as fast as the fastest growth. Short-wave roughness is thus removed while the long waves are still building up.

Stress has a strong influence on both scales. At fixed $E$, $\gamma$ and $M$, the wavelength varies as $s^{-2}$ and the growth rate as $k_c^4\propto s^8$. Halving the stress makes the fastest wavelength four times longer and its growth 256 times slower. The half-space has no threshold stress, but a weakly stressed surface may stay flat for the duration of an experiment.

These formulas were compared with a numerical calculation that does not use the Airy solution. It minimizes the elastic energy of a deep corrugated body over a set of trial displacements and inserts the resulting elastic energy density at the surface into the full diffusion equation at small amplitude. Its marginal and fastest wave numbers have the ratio 0.7500. At the larger slope $ak=0.1$ the derivative of its elastic energy per projected area with respect to $a$ agrees with $\langle W\cos kx\rangle$ to about one part in a million. This agreement illustrates the argument that the readjustment of $\mathbf u$ does no first-order work. It holds for a minimization over any fixed set of trial displacements, so it does not measure the accuracy of the elastic field. The values are in the numerical output below.

The factor three quarters combines two ingredients: a half-space without a length of its own, and transport by surface diffusion. Changing either one can change the ratio, as two examples show. Suppose first that atoms are exchanged with a vapour in equilibrium with the flat stressed surface, and that the exchange rate is proportional to the local excess of chemical potential. With a positive attachment coefficient $B$, the linear equation is

$$h_t=-B(\delta W-\gamma h_{xx})=B\gamma\,k(k_c-k)\,h .$$

The marginal wave number is unchanged, as it must be, since it follows from the energy. The maximum, however, lies where $k_c-2k=0$, at $k=k_c/2$. The numerical ratio is 0.5000. Surface diffusion multiplies the same driving force by an additional $k^2$, which favours short transport distances and moves the maximum to $3k_c/4$.

Now return to surface diffusion, but let the stressed solid be a film of thickness $H$ bonded to a rigid base. The elastic response then depends on $kH$, and the driving term becomes $\delta W=-\gamma k_ck\,g(kH)\,h$, with $g\to1$ for a thick film. The growth rate is

$$R=M\gamma\,k^3\left[k_c\,g(kH)-k\right],$$

and, if any ripple grows, the maximum satisfies $3k_cg+k_c\,kH\,g'-4k=0$, where $g'$ is the derivative of $g$ with respect to its argument. The fixed ratio is lost because $g$ varies with $k$. For $H=1/k_c=13.3$ nm in the example, the numerical marginal wave number falls from 0.0750 to 0.0479 nm⁻¹, since the base hinders relaxation. The fastest is 0.0383 nm⁻¹, which is 0.80 of the marginal value. A still thinner film can be stable. For $kH\ll1$ the shear force $s h_x$ simply shears the film over its thickness, which gives $g\simeq kH/(1-\nu)$. The elastic and capillary terms then both vary as $k^2$, and in the example no ripple grows once $H$ is below $(1-\nu)/k_c=10$ nm.

A film on a thick substrate with the same elastic constants behaves differently. The misfit sets the uniform stress $s$ in the film, but the perturbation caused by the ripple sees one continuous elastic half-space. As long as the troughs do not reach the interface, and $\gamma$ does not depend on film thickness, the derivation applies unchanged and the ratio remains three quarters. If the film wets its substrate, so that $\gamma$ rises ever more steeply as the film thins, a further restoring force appears and this conclusion fails for very thin films. A real film must also not be too thick: above a critical thickness, which falls as the misfit rises, dislocations can relax the stress, and the assumption of no plastic flow may fail. For the strain of 0.015 in the example, the equilibrium (Matthews–Blakeslee) estimate on a substrate of the same stiffness is only about 5 nm. Thicker layers at this stress are metastable, and the example applies to them only while roughening is faster than the formation of dislocations.

The constant $\gamma$ limits the result to surfaces that are rough on the atomic scale. If $\gamma$ varies smoothly with the tilt angle $\theta$ of the surface, the capillary term contains $\gamma+d^2\gamma/d\theta^2$ instead of $\gamma$, which changes $k_c$ but not the ratio $k_m/k_c$, provided this sum is positive. If it is negative, the flat surface is unstable even without stress. On a facet, $\gamma$ has a cusp, and the energy cost of a ripple is proportional to $a$. At small amplitude this exceeds the elastic gain, which is proportional to $a^2$, so small ripples do not grow there.

Two further approximations remain to be judged. A surface stress $f$ exerts a normal traction of order $fk^2h$ on a curved surface. The resulting strain, of order $fk^2h/E$, changes $W$ by about $s f k^2h/E$. Compared with the capillary term $\gamma k^2h$ this is a fraction of order $(s/E)(f/\gamma)$. Here $s/E=0.02$, so the neglected term changes the capillary term by a few per cent if $f$ is comparable with $\gamma$. Since $R_m\propto\gamma k_c^4\propto\gamma^{-3}$, the relative change of the largest growth rate is about three times as large. The term is odd in $s$, so it also removes the exact equivalence of tension and compression.

The second approximation is small slope. Replacing $a$ by $-a$ only shifts the ripple by half a period, so the growth rate of a single ripple cannot depend on the sign of $a$, and its first correction is of relative order $(ak)^2$. At an amplitude of 1 nm, $ak=0.056$ and $(ak)^2\approx0.003$; the numerical coefficient is of order a few, so the correction is about one per cent. This symmetry argument covers a single ripple only. When several waves are present and their wave vectors add up, as in $\mathbf k_1+\mathbf k_2=\mathbf k_3$, they couple at first order in the slope, and in an irregular pattern the rates are modified at smaller amplitudes. The local stress along $x$ is affected sooner: its trough value is already raised by $2ak$, or about 11%. As the ripple steepens, this concentration of stress at the troughs increases, the harmonics of the profile couple to one another, and the growth law of independent ripples no longer applies. The result $k_m=3k_c/4$ therefore describes the onset of roughening, not the spacing of fully developed islands or grooves.

## Table of computed values

```
Young's modulus E = 100 GPa
Poisson's ratio nu = 0.25
in-plane stress s = 2.0 GPa
equibiaxial strain = 0.0150
s/E = 0.020
surface energy gamma = 1.0 J/m^2
temperature T = 900 K
surface diffusivity D = 1.0e-12 m^2/s
adatom density c = 1.0e+19 1/m^2
atomic volume = 0.020 nm^3
mobility M = 3.2191e-31 m^3/(Pa s)
marginal wave number, formula = 0.07500 1/nm
marginal wave number, numerical = 0.07500 1/nm
fastest wave number, formula = 0.05625 1/nm
fastest wave number, numerical = 0.05625 1/nm
fastest/marginal, numerical = 0.7500
marginal wavelength = 83.78 nm
fastest wavelength = 111.70 nm
maximum growth rate, formula = 1.0742 1/s
maximum growth rate, numerical = 1.0742 1/s
e-folding time = 0.9309 s
time from 0.1 to 1 nm amplitude = 2.143 s
slope a*k at 1 nm amplitude = 0.0562
test ripple wave number = 0.050 1/nm
surface stress/(s k h), numerical = -2.00000
energy density/h, formula = -0.003750 GPa/nm
energy density/h, numerical = -0.003750 GPa/nm
elastic energy, numerical/formula = 0.999999
energy slope/surface density at a*k=0.1 = 0.999999
k/kc = 0.40: rate numerical 0.3911, formula 0.3911 1/s
k/kc = 0.60: rate numerical 0.8800, formula 0.8800 1/s
k/kc = 0.75: rate numerical 1.0742, formula 1.0742 1/s
k/kc = 0.90: rate numerical 0.7425, formula 0.7425 1/s
k/kc = 1.00: rate numerical -0.0000, formula 0.0000 1/s
k/kc = 1.20: rate numerical -3.5201, formula -3.5201 1/s
evaporation-condensation fastest/marginal = 0.5000
rigid-base film thickness = 13.33 nm
rigid-base film marginal wave number = 0.04788 1/nm
rigid-base film fastest wave number = 0.03830 1/nm
rigid-base film fastest/marginal = 0.7999
```
